# Combining acoustic-phonon and ionized-impurity mobilities when Matthiessen's rule fails: test program

```python
"""
Result under test: two scattering processes with lifetimes
    tau_L = a x^(-1/2)  (acoustic phonons),  tau_I = b x^(3/2)  (ionized impurities)
and equal separate mobilities mu_0 give together
    mu/mu_0 = 1 + X^2 [Ci(X) cos X + (Si(X) - pi/2) sin X],  X^2 = 6,
about 0.352, for nondegenerate electrons in a parabolic band.
x = E/kT; <f> = integral of x^(3/2) exp(-x) f / Gamma(5/2); mu = (e/m)<tau>.
Dimensionless rates are scaled so that each process alone has <tau> = 1.
The example is n-type germanium at 77 K with rough typical parameters.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma, sici

# Quadrature in u = sqrt(x), which removes the half-integer powers at x = 0.
nodes, node_weights = np.polynomial.legendre.leggauss(600)
u_max = np.sqrt(60.0)
u = 0.5 * u_max * (nodes + 1)
x = u**2
dx = u_max * node_weights * u
maxwell = dx * x**1.5 * np.exp(-x) / gamma(2.5)


def average(f, weight=maxwell):
    return np.sum(weight * f)


def scaled(rate, weight=maxwell):
    """Scale a rate so that the process alone has unit mobility."""
    return rate * average(1 / rate, weight)


def mix(rate_1, rate_2, weight=maxwell):
    """Combined mobility of two processes with unit separate mobilities."""
    return average(1 / (scaled(rate_1, weight) + scaled(rate_2, weight)), weight)


def closed_form(X):
    si, ci = sici(X)
    return 1 + X**2 * (ci * np.cos(X) + (si - np.pi / 2) * np.sin(X))


phonon = x**0.5
impurity = x**-1.5
X0 = np.sqrt(6.0)
ratio = closed_form(X0)

# Separate averages against gamma functions.
assert abs(average(1 / phonon) - gamma(2) / gamma(2.5)) < 1e-9
assert abs(average(1 / impurity) - gamma(4) / gamma(2.5)) < 1e-9

# Closed form against direct averaging over energy, for unequal mobilities too.
for r in (0.05, 0.3, 1.0, 4.0, 20.0):
    direct = average(1 / (scaled(phonon) + r * scaled(impurity)))
    assert abs(direct - closed_form(np.sqrt(6 * r))) < 1e-7

# Limits of weak and strong impurity scattering.
Xs, Xl = 0.02, 40.0
assert abs(closed_form(Xs) - 1 - Xs**2 * (np.log(Xs) + np.euler_gamma)) < 2 * Xs**3
assert abs(closed_form(Xl) - 6 / Xl**2 + 120 / Xl**4) < 5040 / Xl**6

# Boltzmann current on a 3D momentum grid (m = kT = 1), from the field derivative of f0.
p = (np.arange(80) - 39.5) * 0.2
px, py, pz = np.meshgrid(p, p, p, indexing="ij")
energy = (px**2 + py**2 + pz**2) / 2
step = 1e-3
f0 = np.exp(-energy)
f_up = np.exp(-(px**2 + py**2 + (pz + step)**2) / 2)
f_down = np.exp(-(px**2 + py**2 + (pz - step)**2) / 2)
minus_slope = (f_down - f_up) / (2 * step)


def grid_mobility(tau):
    return np.sum(pz * tau * minus_slope) / np.sum(f0)


grid_L = grid_mobility(energy**-0.5)
grid_I = grid_mobility(energy**1.5)
grid_both = grid_mobility(1 / (energy**0.5 * grid_L + energy**-1.5 * grid_I))
assert abs(grid_L - average(1 / phonon)) < 1e-3
assert abs(grid_both - ratio) < 1e-3

# Matthiessen's rule is an upper bound, reached for proportional lifetimes.
rng = np.random.default_rng(3)
for _ in range(200):
    s1, s2 = rng.uniform(-1, 3, 2)
    c = 10**rng.uniform(-2, 2)
    combined = average(1 / (scaled(x**-s1) + c * scaled(x**-s2)))
    assert combined <= 1 / (1 + c) + 1e-9
exponents = [-0.5, 0.0, 0.5, 1.0, 1.5]
exponent_scan = [mix(phonon, x**-s) for s in exponents]
assert abs(exponent_scan[0] - 0.5) < 1e-9
assert np.all(np.diff(exponent_scan) < 0)

# Mobility ratio r = mu_L/mu_I at which Matthiessen's rule is worst.
worst = minimize_scalar(lambda q: (1 + np.exp(q)) * closed_form(np.sqrt(6 * np.exp(q))),
                        bounds=(-4, 4), method="bounded")

# Electron-electron collisions: momentum-conserving relaxation of strength nu.
total_rate = scaled(phonon) + scaled(impurity)


def with_ee(nu):
    return average(1 / (total_rate + nu)) / average(total_rate / (total_rate + nu))


ee_limit = 9 * np.pi / 128
ee_scan = [with_ee(nu) for nu in (0, 1, 10, 100, 1e4, 1e6)]
assert np.all(np.diff(ee_scan) < 0)
assert abs(ee_scan[-1] - ee_limit) < 1e-3 and ee_scan[-1] > ee_limit

# Germanium example: rough inputs.
T = 77.0
mu_0 = 3.5            # m^2/Vs
eps_r = 16.0
m_long, m_trans, valleys = 1.6, 0.08, 4
donor_meV, optical_meV, sound = 13.0, 37.0, 5.0e3
optical_coupling, lifetime_anisotropy = 2.0, 10.0   # trial values
eps = eps_r * sc.epsilon_0
m_c = 3 / (1 / m_long + 2 / m_trans)
m_d = (m_long * m_trans**2)**(1 / 3)
mass = m_c * sc.m_e
kT = sc.k * T
kT_meV = kT / sc.e * 1e3


def screening_gamma2(xx, N, temp, m):
    length2 = eps * sc.k * temp / (sc.e**2 * N)
    return 8 * m * xx * sc.k * temp * length2 / sc.hbar**2


def log_factor(g):
    return np.log1p(g) - g / (1 + g)


def impurity_rate(xx, N, temp=T, m=mass, fixed_log=False):
    """Brooks-Herring rate; fixed_log freezes the logarithm at x = 3."""
    g = screening_gamma2(3.0 if fixed_log else xx, N, temp, m)
    E = xx * sc.k * temp
    return N * sc.e**4 * log_factor(g) / (16 * np.pi * np.sqrt(2 * m) * eps**2 * E**1.5)


def born_rate(xx, N):
    """Momentum-loss rate from the Born cross section, integrated over angle."""
    k = np.sqrt(2 * mass * xx * kT) / sc.hbar
    screen = sc.e**2 * N / (eps * kT) / k**2
    angle = quad(lambda w: w / (2 * w + screen)**2, 0, 2)[0]
    strength = (mass * sc.e**2 / (2 * np.pi * sc.hbar**2 * eps))**2
    return N * sc.hbar * k / mass * 2 * np.pi * strength * angle / k**4


for xx in (0.3, 1.0, 3.0, 8.0):
    assert abs(born_rate(xx, 1e22) / impurity_rate(xx, 1e22) - 1) < 1e-6


def impurity_mobility(N, temp=T, m=mass, fixed_log=False):
    return sc.e / m * average(1 / impurity_rate(x, N, temp, m, fixed_log))


def matching_density(m=mass, fixed_log=False):
    return np.exp(brentq(lambda q: np.log(impurity_mobility(np.exp(q), T, m, fixed_log) / mu_0),
                         np.log(1e20), np.log(1e23)))


N_fixed = matching_density(fixed_log=True)
N_full = matching_density()
N_dos = matching_density(m=m_d * sc.m_e, fixed_log=True)
mu = ratio * mu_0
resistivity = 1 / (sc.e * N_fixed * mu)
extracted = 1 / (1 / mu - 1 / mu_0)

# Neglected effects, each with the separate phonon and impurity mobilities kept equal.
screened = impurity_rate(x, N_full)
ratio_screened = mix(phonon, screened)
ee_screened = 1 / average(scaled(phonon) + scaled(screened))
assert ee_screened < ratio_screened < 0.5

Nc = 2 * valleys * (m_d * sc.m_e * kT / (2 * np.pi * sc.hbar**2))**1.5
filling = N_fixed / Nc
eta = brentq(lambda h: 2 / np.sqrt(np.pi) * np.sum(dx * np.sqrt(x) / (1 + np.exp(x - h)))
             - filling, -15, 3)
occupation = 1 / (1 + np.exp(x - eta))
ratio_fermi = mix(phonon, impurity, dx * x**1.5 * occupation * (1 - occupation))

neutral_per_ion = 2 * filling * np.exp(donor_meV / kT_meV)
bohr = 4 * np.pi * eps * sc.hbar**2 / (mass * sc.e**2)
neutral_rate = 20 * neutral_per_ion * N_fixed * bohr * sc.hbar / mass  # Erginsoy estimate
tau_0 = mu_0 * mass / sc.e
ratio_neutral = average(1 / (total_rate + neutral_rate * tau_0))

theta = optical_meV / kT_meV
quanta = 1 / np.expm1(theta)
optical = quanta * np.sqrt(x + theta) + (quanta + 1) * np.sqrt(np.maximum(x - theta, 0))
ratio_optical = mix(phonon + optical_coupling * optical, impurity)

share_long = (1 / m_long) / (1 / m_long + 2 / m_trans)
boost = share_long * lifetime_anisotropy + 1 - share_long
rate_trans = scaled(impurity) * boost
ratio_aniso = (share_long * average(1 / (scaled(phonon) + rate_trans / lifetime_anisotropy))
               + (1 - share_long) * average(1 / (scaled(phonon) + rate_trans)))

rydberg_meV = sc.e**2 / (8 * np.pi * eps * bohr) / sc.e * 1e3
k_typical = np.sqrt(6 * mass * kT) / sc.hbar
phonon_meV = 2 * sc.hbar * k_typical * sound / sc.e * 1e3
T2 = 100.0
muL2, muI2 = mu_0 * (T / T2)**1.5, mu_0 * (T2 / T)**1.5
mu2 = muL2 * closed_form(np.sqrt(6 * muL2 / muI2))
muI2_full = impurity_mobility(N_full, T2)

si0, ci0 = sici(X0)
print(f"X = crossing energy / kT: {X0:.4f}")
print(f"Ci(X): {ci0:.5f}   Si(X): {si0:.5f}")
print(f"cos X: {np.cos(X0):.5f}   sin X: {np.sin(X0):.5f}")
print(f"mu/mu_0, closed form: {ratio:.5f}")
print(f"mu/mu_0, energy quadrature: {mix(phonon, impurity):.5f}")
print(f"mu/mu_0, 3D momentum grid: {grid_both:.5f}")
print(f"mu / Matthiessen value, equal mobilities: {2 * ratio:.4f}")
print(f"worst mu / Matthiessen value: {worst.fun:.4f}")
print(f"  reached at mu_L/mu_I: {np.exp(worst.x):.3f}")
for s, value in zip(exponents, exponent_scan):
    print(f"mu/mu_0 if tau_I varies as x^{s:.1f}: {value:.4f}")
print(f"strong electron-electron limit of mu/mu_0: {ee_limit:.4f}")
print(f"mu/mu_0 at e-e rate 1/tau_0: {ee_scan[1]:.4f}")
print(f"mu/mu_0 at e-e rate 10/tau_0: {ee_scan[2]:.4f}")
print("--- germanium example, rough inputs ---")
print(f"T: {T:.0f} K   kT: {kT_meV:.3f} meV")
print(f"separate mobilities mu_0: {mu_0 * 1e4:.0f} cm2/Vs")
print(f"relative permittivity: {eps_r:.0f}")
print(f"masses long., trans.: {m_long}, {m_trans} m_e")
print(f"conductivity mass: {m_c:.4f} m_e   DOS mass: {m_d:.4f} m_e")
print(f"tau_0 = mu_0 m/e: {tau_0 * 1e12:.3f} ps")
print(f"lifetime crossing energy: {X0 * kT_meV:.2f} meV")
print(f"ionized donors, log fixed at x=3: {N_fixed * 1e-6:.3e} cm^-3")
print(f"gamma^2 at x=3: {screening_gamma2(3.0, N_fixed, T, mass):.1f}")
print(f"combined mobility: {mu * 1e4:.0f} cm2/Vs")
print(f"Matthiessen mobility: {mu_0 / 2 * 1e4:.0f} cm2/Vs")
print(f"resistivity: {resistivity * 100:.4f} ohm cm")
print(f"mu_I extracted by Matthiessen: {extracted * 1e4:.0f} cm2/Vs")
print("--- neglected effects ---")
print(f"ionized donors, full log: {N_full * 1e-6:.3e} cm^-3")
print(f"ionized donors, DOS mass: {N_dos * 1e-6:.3e} cm^-3")
print(f"mu/mu_0, full screening log: {ratio_screened:.4f}")
print(f"  its strong e-e limit: {ee_screened:.4f}")
print(f"n/Nc: {filling:.5f}   mu/mu_0, Fermi statistics: {ratio_fermi:.4f}")
print(f"donor depth: {donor_meV:.0f} meV   neutral/ionized: {neutral_per_ion:.3f}")
print(f"mu/mu_0, neutral donors added: {ratio_neutral:.4f}")
print(f"optical phonon: {optical_meV:.0f} meV, trial coupling {optical_coupling:.0f}")
print(f"mu/mu_0, optical phonons: {ratio_optical:.4f}")
print(f"trial tau_I long./trans.: {lifetime_anisotropy:.0f}")
print(f"mu/mu_0, anisotropic tau_I: {ratio_aniso:.4f}")
print(f"donor Rydberg in model: {rydberg_meV:.2f} meV   3kT: {3 * kT_meV:.2f} meV")
print(f"sound speed: {sound / 1e3:.0f} km/s")
print(f"largest acoustic phonon energy at x=3: {phonon_meV:.2f} meV")
print(f"field where drift = sound speed: {sound / mu / 100:.1f} V/cm")
print(f"at {T2:.0f} K: mu_L {muL2 * 1e4:.0f}, mu_I {muI2 * 1e4:.0f} cm2/Vs")
print(f"  combined: {mu2 * 1e4:.0f} cm2/Vs")
print(f"  Matthiessen: {1e4 / (1 / muL2 + 1 / muI2):.0f} cm2/Vs")
print(f"  mu_I with full log: {muI2_full * 1e4:.0f} cm2/Vs")
print("tests ok")
```

Running it gives:

```
X = crossing energy / kT: 2.4495
Ci(X): 0.30191   Si(X): 1.76590
cos X: -0.76991   sin X: 0.63816
mu/mu_0, closed form: 0.35239
mu/mu_0, energy quadrature: 0.35239
mu/mu_0, 3D momentum grid: 0.35239
mu / Matthiessen value, equal mobilities: 0.7048
worst mu / Matthiessen value: 0.7024
  reached at mu_L/mu_I: 0.766
mu/mu_0 if tau_I varies as x^-0.5: 0.5000
mu/mu_0 if tau_I varies as x^0.0: 0.4832
mu/mu_0 if tau_I varies as x^0.5: 0.4453
mu/mu_0 if tau_I varies as x^1.0: 0.3994
mu/mu_0 if tau_I varies as x^1.5: 0.3524
strong electron-electron limit of mu/mu_0: 0.2209
mu/mu_0 at e-e rate 1/tau_0: 0.3388
mu/mu_0 at e-e rate 10/tau_0: 0.2950
--- germanium example, rough inputs ---
T: 77 K   kT: 6.635 meV
separate mobilities mu_0: 35000 cm2/Vs
relative permittivity: 16
masses long., trans.: 1.6, 0.08 m_e
conductivity mass: 0.1171 m_e   DOS mass: 0.2172 m_e
tau_0 = mu_0 m/e: 2.330 ps
lifetime crossing energy: 16.25 meV
ionized donors, log fixed at x=3: 1.267e+16 cm^-3
gamma^2 at x=3: 113.3
combined mobility: 12334 cm2/Vs
Matthiessen mobility: 17500 cm2/Vs
resistivity: 0.0399 ohm cm
mu_I extracted by Matthiessen: 19045 cm2/Vs
--- neglected effects ---
ionized donors, full log: 1.232e+16 cm^-3
ionized donors, DOS mass: 7.060e+15 cm^-3
mu/mu_0, full screening log: 0.3785
  its strong e-e limit: 0.3193
n/Nc: 0.00959   mu/mu_0, Fermi statistics: 0.3527
donor depth: 13 meV   neutral/ionized: 0.136
mu/mu_0, neutral donors added: 0.2872
optical phonon: 37 meV, trial coupling 2
mu/mu_0, optical phonons: 0.3469
trial tau_I long./trans.: 10
mu/mu_0, anisotropic tau_I: 0.3291
donor Rydberg in model: 6.22 meV   3kT: 19.91 meV
sound speed: 5 km/s
largest acoustic phonon energy at x=3: 1.63 meV
field where drift = sound speed: 40.5 V/cm
at 100 K: mu_L 23649, mu_I 51800 cm2/Vs
  combined: 11544 cm2/Vs
  Matthiessen: 16236 cm2/Vs
  mu_I with full log: 45590 cm2/Vs
tests ok
```
